Why Slow Noble-Gas Ions Can Eject Electrons from Metals

**Q:** I direct noble-gas ions at a clean metal at about 10 eV, and electrons come out. My first thought was that the ions knock them out. Can they?

**A:** Let us see what a knock can do. Take a conduction electron at the Fermi speed v_F moving towards an ion that approaches at speed v. I use atomic units in the algebra, so the electron mass, its charge and ħ are all 1. The ion is so heavy that its speed hardly changes. In its frame the electron arrives with speed v_F + v and is reflected with the same speed. Back in the laboratory frame it moves at v_F + 2v, so its energy gain is

ΔE = ½(v_F + 2v)² − ½v_F² = 2v·v_F + 2v² = 2v(v + v_F).

To leave the metal, an electron at the Fermi level needs at least the work function φ. This is necessary but not sufficient: the reflected electron moves the same way as the ion, into the metal, and must be turned round by a further collision before it can leave. Setting ΔE = φ gives

2v² + 2v_F·v − φ = 0,

whose positive root is

v_th = ½[√(v_F² + 2φ) − v_F].

**Q:** Put numbers in.

**A:** I take a model metal with φ = 4.5 eV and Fermi energy E_F = 7 eV, and an ion of mass 40 u. These are round parameters, not those of a named material. The Fermi speed is 0.717 atomic units. Since v_F² = 2E_F, we have 2φ = (4.5/7)v_F² = 0.331, and

v_th = ½[√(0.515 + 0.331) − 0.717] ≈ 0.101 atomic units.

For this ion that is an energy of about 10 100 eV. A numerical collision with a smooth repulsive force, run at the threshold speed, gave the electron 4.50 eV, as it should.

Your 10 eV ion is slower than this by a factor √(10 100/10) ≈ 32. Its head-on collision gives a Fermi electron only about 0.12 eV. The ion has enough energy in total, but its mass prevents it from passing that energy to one light electron. This is an estimate for binary collisions with free electrons; it does not exclude other kinetic mechanisms below 10 100 eV.

**Q:** Then where does the energy come from?

**A:** From the fact that the projectile is an ion. It lacks an electron, and filling the vacancy releases energy. In Auger neutralisation one metal electron drops into the vacancy and a second metal electron takes up the energy released.

Let I be the ionisation energy of the free atom. I count energy from the state with a neutral atom and a neutral metal. With the ion far away, the starting energy is I, apart from the ion's motion. Let the two metal electrons lie at depths b₁ and b₂ below the vacuum level. Taking them out of the metal costs b₁ + b₂. At the end there is a neutral atom, a metal with two holes, and one free electron of kinetic energy E. The electron on the atom adds nothing, because the neutral atom is part of the reference state. Energy conservation reads

I = b₁ + b₂ + E, so E = I − b₁ − b₂.

In a cold metal no occupied state is shallower than φ, so b₁ ≥ φ and b₂ ≥ φ. Therefore

E ≤ I − 2φ.

A free electron must have E > 0, which requires I > 2φ. The factor 2 arises because the metal loses two electrons, one to the atom and one to the vacuum.

The ledger assumes that the two holes do not interact. In a large metal they are screened and spread out, so each costs its own b.

**Q:** So the rule is that the ionisation energy must exceed twice the work function?

**A:** That is nearly right, but I used the energy of an ion far away. Neutralisation needs overlap between the atom and the metal electrons, so it happens a few angstroms from the surface. There the ion has already been pulled in by the charge it induces, and its potential energy is lower.

**Q:** By how much? Please derive it.

**A:** Put the ion at distance s from the image plane, the effective electrical surface of the metal. Outside a perfect conductor the potential is

V = 1/√(r² + (z − s)²) − 1/√(r² + (z + s)²),

which vanishes at z = 0 as required. With R² = r² + s², each term contributes s/R³ to ∂V/∂z at the surface, so the outward field is −2s/R³. The surface charge density is this field divided by 4π:

σ(r) = −s/(2πR³).

Now add up the pull on the ion. A ring of radius r carries charge 2πrσ dr, and its force component along the normal contains the factor s/R³. The attraction is

F = ∫₀^∞ (s/(2πR³))·(s/R³)·2πr dr = s² ∫₀^∞ r dr/(r² + s²)³ = s²·1/(4s⁴) = 1/(4s²).

Bringing the ion in from infinity therefore lowers its potential energy by

∫ₛ^∞ dx/(4x²) = 1/(4s).

I neglect the neutral atom's own interaction with the surface, and any difference in short-range repulsion between ion and atom. The energy available at distance s is then

I′(s) = I − 1/(4s),

and the corrected statement is

E_max = I′(s) − 2φ, with emission possible only if I′(s) > 2φ.

**Q:** But that energy is not lost. The ion has gained it as speed.

**A:** It has, and the total is conserved. The electronic transition, however, takes place at nearly fixed ion position and velocity. The kinetic energy is the same just before and just after, so it cancels from the balance. The attraction has turned part of the ion's potential energy into motion, and we saw how poorly slow heavy motion feeds electrons.

The cancellation is not perfect for a moving ion. If the transition rate varies as e^(−as), it changes in time as e^(avt), and a process that varies at this rate has an energy uncertainty of order av. The edge at E_max is blurred by about that amount.

**Q:** Does the image correction matter in practice?

**A:** It can reverse the answer. Consider two model ions in front of the same metal, where 2φ = 9 eV. The first has I = 16 eV and the second has I = 10 eV. Both satisfy I > 2φ. In the units of the example, 1/(4s) becomes 14.40 eV Å/(4s), which is 1.80 eV at s = 2 Å. There,

first ion: I′ = 16 − 1.80 = 14.20 eV, so E_max = 5.20 eV;

second ion: I′ = 10 − 1.80 = 8.20 eV, which is 0.80 eV too little.

The channel closes where I − 1/(4s) = 2φ, that is, at

s_c = 1/[4(I − 2φ)].

For the first ion s_c = 14.40/(4 × 7) = 0.51 Å, which is too close to the surface for the point-image formula to be accurate. For the second it is 14.40/(4 × 1) = 3.60 Å. The second ion can eject an electron only if it is neutralised farther out than that.

This is also why noble gases suit the process. Their ionisation energies are large, very roughly 12 to 25 eV from xenon to helium, while many metals have work functions of roughly 4 to 5 eV. For helium that leaves a margin far larger than the image shift. For xenon on a metal with φ = 5 eV the margin is only about 2 eV, and a shift of 1.80 eV uses up most of it.

**Q:** This is still bookkeeping. Can you show that an ion with no motion at all really ejects electrons?

**A:** Hold the ion fixed and solve the quantum problem. Let c be the amplitude of the initial state, with energy I′, and c_f the amplitude of a final state with two holes and one excited electron, with energy E_f = b₁ + b₂ + E. Let one real coupling g connect the initial state to every final state:

i dc/dt = I′c + g Σ_f c_f,

i dc_f/dt = E_f c_f + g c.

Remove the free oscillations by writing c = A e^(−iI′t) and c_f = B_f e^(−iE_f t). Then

dB_f/dt = −igA e^(i(E_f − I′)t),

dA/dt = −ig Σ_f B_f e^(−i(E_f − I′)t).

Integrate the first equation from B_f = 0 and insert it in the second:

dA/dt = −g² ∫₀ᵗ dt′ A(t′) Σ_f e^(−i(E_f − I′)(t − t′)).

If the final states are dense, with a density D per unit energy that varies slowly near I′, the sum becomes 2πD δ(t − t′). The delta function sits at the end of the integration range and counts half, so

dA/dt = −πg²D A, |A|² = e^(−Γt), Γ = 2πg²D.

Putting A = e^(−Γt/2) into the equation for B_f and integrating to long times gives

|B_f|² = g²/[(E_f − I′)² + Γ²/4].

The final states are filled in a peak of width Γ around E_f = I′. Energy conservation has come out of the dynamics, and no ion velocity appears anywhere.

**Q:** And did you solve it without the approximations?

**A:** Yes, by propagating the coupled equations for a large random sample of final states from a free-electron band, with Γ = 0.05 eV. The band of excited states was cut off at 20 eV above the band bottom. For I′ = 14.20 eV, a fraction 0.527 of the excited electrons lay above the vacuum level. The golden rule, which keeps only energy-conserving final states, gives 0.531. About 0.07% lay more than 1 eV beyond the predicted edge. This small tail depends on the cutoff: it grows to about 0.2% for a cutoff of 40 eV and about 0.25% for 400 eV.

For I′ = 8.20 eV the fraction above vacuum fell to 0.005, a value that also depends on the cutoff and rises to about 0.009 for 400 eV. The golden rule gives zero. A final state with a free electron has E_f ≥ 2φ = 9 eV, which is at least 0.80 eV, or 16 widths, from the peak. The small remainder is what one expects from the wing of |B_f|²: the initial state was prepared suddenly and does not have a sharp energy.

After one lifetime the ion survived with probability 0.382, against e^(−1) = 0.368. The same model with a smooth continuum of final states gives 0.369, so the remaining difference belongs to the numerical solution with a finite sample and time step, not to the exponential law.

**Q:** So about half the excited electrons are above vacuum. Do I collect half an electron per ion?

**A:** No. These electrons are excited inside the metal, and most of them do not get out. To estimate the yield I need a model. I take a free-electron band, a constant Auger matrix element, isotropic directions inside the metal and no scattering on the way out. Spin and exchange are left out.

Measure energies e from the band bottom, so that the vacuum level is V₀ = E_F + φ = 11.5 eV. Then b₁ = V₀ − e₁, b₂ = V₀ − e₂, and the excited electron has e₃ = V₀ + E. The energy balance becomes

e₃ = V₀ + I′ − (V₀ − e₁) − (V₀ − e₂) = I′ − V₀ + e₁ + e₂.

A free-electron density of states is proportional to √e, so each allowed combination has weight √(e₁e₂e₃). It is allowed if e₁ and e₂ are below E_F and e₃ is above it.

The electron escapes if its energy of motion along the normal exceeds the barrier, e₃cos²θ > V₀. I treat the barrier classically, without reflection of electrons that can pass. For isotropic directions cos θ is uniform between −1 and 1, and the escaping part runs from √(V₀/e₃) to 1. Hence

P(e₃) = ½[1 − √(V₀/e₃)].

**Q:** What does that give for the 16 eV ion?

**A:** At 2 Å the most energetic electron has e₃ = 11.5 + 5.2 = 16.7 eV, and its escape probability is

½[1 − √(11.5/16.7)] ≈ 0.085.

Less energetic electrons do worse. The average over those above vacuum is 0.0193/0.531 ≈ 0.036, and the yield is 0.019 electrons per ion. This is a model value, and a low one: the measured yield for slow Ar⁺ (I = 15.8 eV) on clean tungsten (φ ≈ 4.5 eV) is about 0.1, roughly five times larger, and the shortfall is greater still for Xe⁺, which lies nearer threshold. Directions favouring the surface would raise it, and losses on the way out would lower it.

The fraction 0.531 can also be understood. Let x₁ and x₂ be the depths of the holes below the Fermi level, each at most 7 eV. All allowed pairs satisfy x₁ + x₂ < I′ − φ = 9.7 eV, and those that put an electron above vacuum satisfy x₁ + x₂ < 5.2 eV. If all pairs had equal weight, the fraction would be a ratio of areas:

(5.2²/2)/(9.7²/2 − 2.7²) = 13.5/39.8 ≈ 0.34.

The subtracted term removes two corners that lie below the band bottom. The weight √(e₁e₂e₃) favours shallow holes and high e₃, which go together with energetic electrons, and this raises 0.34 to 0.53.

**Q:** Suppose an ion just satisfies the condition. Will I see a sudden onset?

**A:** Not in this model. Let ε = I′ − 2φ be small and positive. The free electron has E = ε − x₁ − x₂. For a given E the sum x₁ + x₂ is fixed at ε − E, and x₁ can take any value from 0 to ε − E. The number of hole pairs is therefore proportional to ε − E.

Escape is also weak near threshold. Since √(V₀/(V₀ + E)) ≈ 1 − E/(2V₀),

P ≈ E/(4V₀).

The weight √(e₁e₂e₃) tends to E_F√V₀. Let D₀ be the integral of this weight over all allowed hole pairs. Then

Y ≈ (E_F√V₀/D₀) ∫₀^ε (ε − E)·E/(4V₀) dE.

The integral of (ε − E)E is ε³/2 − ε³/3 = ε³/6, so

Y ≈ E_F ε³/(24√V₀ D₀).

One power of ε comes from the number of pairs, one from the escape cone and one from the range of E. The cubic law belongs to the classical barrier. An abrupt quantum step would also reflect slow electrons: its transmission starts as the square root of the normal energy left outside, which lowers the yield and raises the limiting power to 7/2. A metal surface is not abrupt, however: the escaping electron feels its own image attraction −1/(4z), and with that tail the transmission stays finite at threshold (about 0.96 for this barrier), so the cubic power is kept. At ε = 0.5 eV the full model gives 5.4 × 10⁻⁵ electrons per ion, and the cubic law is 2.4% above it. At ε = 1 eV the full model gives 3.6 × 10⁻⁴, and the law is 4.9% above. The increase between them is less than eightfold partly because D₀ also grows with I′.

Thus the inequality says when the channel is open. It does not promise a useful current.

**Q:** You keep using 2 Å. Who decides where the ion is neutralised?

**A:** The competition between the transition rate and the speed. Let the rate be Γ(s) = Γ₀e^(−as), because the overlap of the wavefunctions decays outside the metal. Let S(s) be the probability that the ion is still charged on reaching s. During dt it moves inwards by v dt, so

dS/ds = Γ(s)S/v.

For constant v, and S = 1 far away, the solution is

S(s) = exp[−Γ₀e^(−as)/(av)].

The probability density for neutralisation at s is p = ΓS/v. Its maximum follows from

d ln p/ds = −a + Γ/v = 0,

where −a comes from Γ and Γ/v from S. Hence Γ(s_m) = av, or

s_m = (1/a) ln[Γ₀/(av)].

It is a maximum because the next derivative, −aΓ/v, is negative. The speed enters through a logarithm. With Γ₀ = 5 eV and a = 2 Å⁻¹ as model values, s_m = 2.00 Å at 10 eV and 1.43 Å at 100 eV. The difference is ln(√10)/2 = 0.58 Å.

These numbers also give the blurring of the edge. At the most probable distance av equals Γ(s_m), which at 10 eV is 5e^(−4.00) ≈ 0.09 eV. This is small compared with E_max. Over many ions the edge is smeared more, because they are neutralised at different distances. The formula for S puts the middle 80% of them between 1.58 and 3.13 Å at 10 eV, and over that range I′ changes by 3.60/1.58 − 3.60/3.13 ≈ 1.1 eV.

**Q:** Then let me take the extreme case: an ion that starts from rest.

**A:** The image force brings it in. Its kinetic energy at s is 1/(4s), so v is proportional to s^(−1/2) and must be differentiated as well. Since d ln v/ds = −1/(2s), the condition for the maximum changes to

Γ/v = a − 1/(2s).

With the attraction included at every energy, the first ion gives:

0 eV: most probable distance 2.54 Å, E_max there 5.58 eV, mean yield 0.023;

10 eV: 1.97 Å, 5.17 eV, 0.020;

100 eV: 1.42 Å, 4.47 eV, 0.015.

The mean yield is in electrons per ion, averaged over all neutralisation distances. An ion with no incoming energy still ejects electrons. In this model it does better than a faster one, because it is neutralised farther out, where the image attraction has taken less of the potential energy. Kinetic emission would have the opposite trend, since it needs speed. The E_max values belong to the most probable distance; an ion neutralised farther out can give more, up to I − 2φ = 7 eV.

At 1 to 2 Å both the classical image energy and the single exponential rate are being used near the limit of their meaning. I would trust the direction of the trend within the model, not the second digit of the yield.

**Q:** And the 10 eV ionisation energy, which passes the simple rule?

**A:** Its mean yield at 10 eV incoming energy is about 9 × 10⁻⁸, more than five orders of magnitude below that of the first ion. It is not zero because a few ions are neutralised beyond 3.60 Å. With the constant-speed formula, Γ₀e^(−as)/(av) = e^(−a(s − s_m)), so the fraction neutralised before reaching 3.60 Å is

1 − exp[−e^(−2(3.60 − 2.00))] ≈ 0.04.

For those ions ε starts at zero at 3.60 Å and cannot exceed I − 2φ = 1 eV, so the cubic law suppresses the yield further. This number assumes a sharp edge and the same total rate for both ions. A different rate could change it greatly, but not the closing distance s_c.

**Q:** Could the ion first catch an electron in an excited level and so get around the limit?

**A:** It can take that route, but a limit of the same form remains. Let the excited atom lie E* above its ground state. Capture at distance s₁ without energy change requires a metal electron at depth I′(s₁) − E*. That depth must be at least φ, so E* ≤ I′(s₁) − φ. When the excited atom later relaxes and ejects a metal electron, that electron has E ≤ E* − φ. Together,

E ≤ I′(s₁) − 2φ.

This is the same bound, taken at the distance of capture. An ion that captures its electron far out can therefore eject one closer in than s_c, but never with more energy than I − 2φ. It neglects any shift of the neutral atom's levels near the surface. The yield may differ, because the rates and distances do.

**Q:** What if my target is not a metal, or not cold?

**A:** For a cold insulator or undoped semiconductor with no occupied defect or surface states in the gap, the shallowest occupied electrons are at the top of the valence band. Electrons from donors, defects or surface states can lie higher, and the limit below does not hold for them. If that lies at depth b_v below vacuum, the ledger gives E_max = I′ − 2b_v. The image term must then be the one for that surface, and if the two holes stay close together, their repulsion must be subtracted too.

In a warm metal some electrons lie above the Fermi level by an energy of order k_BT, and two electrons take part, so the threshold is softened by a few k_BT. At the other end, once the ion is fast enough for direct collisions to matter, kinetic emission adds to the potential emission described here, and the inequality no longer decides whether electrons appear. The main computed values are collected in the numerical output below.

Numbers as computed

```
Work function: 4.50 eV; twice this: 9.00 eV
Fermi energy: 7.00 eV; inner barrier: 11.50 eV
Ion mass: 40.0 u
Rate prefactor times hbar: 5.00 eV
Rate decay constant: 2.00 per angstrom
Coulomb constant e^2: 14.3996 eV angstrom
Image energy at 2.00 angstrom: 1.800 eV
High-I ion: free ionisation energy 16.00 eV
  released energy at 2.00 angstrom: 14.200 eV
  released energy minus 2 phi: 5.200 eV
  channel closes below: 0.514 angstrom
  fraction above vacuum, golden rule: 0.531
  fraction above vacuum, fixed-ion dynamics: 0.527
  yield at this distance: 0.0193 electrons per ion
Low-I ion: free ionisation energy 10.00 eV
  released energy at 2.00 angstrom: 8.200 eV
  released energy minus 2 phi: -0.800 eV
  channel closes below: 3.600 angstrom
  fraction above vacuum, golden rule: 0.000
  fraction above vacuum, fixed-ion dynamics: 0.005
  yield at this distance: 0.0000 electrons per ion
Level width in fixed-ion dynamics: 0.050 eV
Ion survival after one lifetime: 0.382
Fraction over 1 eV beyond the edge, high-I: 0.0007
Excess 0.5 eV: yield 5.428e-05, cubic law 5.557e-05 electrons per ion
Excess 1.0 eV: yield 3.600e-04, cubic law 3.775e-04 electrons per ion
Constant-speed distance at 10 eV: 2.001 angstrom
Constant-speed distance at 100 eV: 1.425 angstrom
Incoming energy 0 eV, with image attraction:
  most probable distance: 2.541 angstrom
  high-I maximum electron energy there: 5.583 eV
  mean yield, high-I: 0.0234 electrons per ion
  mean yield, low-I: 3.617e-07 electrons per ion
Incoming energy 10 eV, with image attraction:
  most probable distance: 1.969 angstrom
  high-I maximum electron energy there: 5.172 eV
  mean yield, high-I: 0.0201 electrons per ion
  mean yield, low-I: 9.378e-08 electrons per ion
Incoming energy 100 eV, with image attraction:
  most probable distance: 1.421 angstrom
  high-I maximum electron energy there: 4.467 eV
  mean yield, high-I: 0.0153 electrons per ion
  mean yield, low-I: 3.067e-08 electrons per ion
Fermi speed: 0.7173 atomic units
Kinetic threshold speed: 0.1010 atomic units
Electron energy gain in collision: 4.499 eV
Kinetic threshold ion energy: 10129 eV
```
